# Censored Lognormal Electromigration Lifetimes and the Bias from Discarding Survivors

Forty interconnect lines are drawn from a lognormal population with a median life of 100 h, and the test is stopped at 110 h. If the median is estimated from the failed lines alone, 2000 synthetic repetitions give an average of 77.19 h. With 400 lines per test the average over 1000 repetitions is 77.07 h. Ten times more data leave the error where it was, so it is not sampling noise. It comes from the likelihood that was used, and it falls to about 0.5 h with 40 lines and 0.1 h with 400 when the survivors are put back.

## The likelihood

Let $t$ be a lifetime in hours and $x=\ln(t/\mathrm{h})$. The lifetimes are assumed independent, with $x$ normal of mean $\mu$ and standard deviation $\sigma$, so the median is $t_{50}=e^{\mu}$ h. Of $n$ lines, $r$ fail. Survivor $j$ is withdrawn at log time $c_j$, chosen without knowledge of when it would have failed. A line removed because its resistance has begun to rise violates this condition, and the analysis below does not cover it.

Let $\phi$ and $\Phi$ be the standard normal density and distribution function, and $Q=1-\Phi$. A failure contributes its density $\phi((x-\mu)/\sigma)/\sigma$. A survivor contributes the probability of outliving its withdrawal, $Q((c-\mu)/\sigma)$. Define

$$a=\mu/\sigma,\qquad h=1/\sigma,\qquad z_i=hx_i-a,\qquad w_j=hc_j-a .$$

Sums over $i$ run over failures and sums over $j$ over survivors. Apart from a constant, the log-likelihood is

$$L(a,h)=r\ln h-\tfrac12\sum_i z_i^2+\sum_j\ln Q(w_j).$$

The parameters $a,h$ are used because $z$ and $w$ are linear in them, which makes $L$ concave.

## Derivatives and concavity

Let $\lambda(w)=\phi(w)/Q(w)$. Since $Q'=-\phi$, we have $d\ln Q/dw=-\lambda$. With $\partial w/\partial a=-1$ and $\partial w/\partial h=c$,

$$L_a=\sum_i z_i+\sum_j\lambda_j,\qquad L_h=\frac rh-\sum_i x_iz_i-\sum_j c_j\lambda_j .$$

Using $\phi'=-w\phi$, a further derivative gives

$$\lambda'=\frac{-w\phi Q+\phi^2}{Q^2}=\lambda(\lambda-w).$$

To find its range, let $Z$ be standard normal. Because $\int_w^\infty u\phi\,du=\phi(w)$, the mean of $Z$ given $Z>w$ is $\lambda$. Integration by parts gives $\int_w^\infty u^2\phi\,du=w\phi(w)+Q(w)$, so the conditional variance is $1+w\lambda-\lambda^2=1-\lambda'$. A variance is positive, hence $\lambda'<1$. A mean over values above $w$ exceeds $w$, hence $\lambda'>0$.

The second derivatives are

$$L_{aa}=-r-\sum_j\lambda'_j,\quad L_{ah}=\sum_i x_i+\sum_j c_j\lambda'_j,\quad L_{hh}=-\frac r{h^2}-\sum_i x_i^2-\sum_j c_j^2\lambda'_j .$$

For a displacement $(\alpha,\eta)$ in $(a,h)$ the squares combine:

$$L_{aa}\alpha^2+2L_{ah}\alpha\eta+L_{hh}\eta^2=-\sum_i(x_i\eta-\alpha)^2-\frac{r\eta^2}{h^2}-\sum_j\lambda'_j(c_j\eta-\alpha)^2 .$$

No term is positive. The form vanishes only if $\eta=0$, by the middle term, and then $\alpha=0$, by the first. With at least one failure $L$ is therefore strictly concave and has at most one maximum.

For existence, assume two distinct failure times. Let $\bar x$ be the mean of the failed log lifetimes and $s^2$ their variance with divisor $r$, so $s>0$. Since $\ln Q<0$,

$$L\le r\ln h-\tfrac r2h^2s^2-\tfrac r2(h\bar x-a)^2 .$$

The right side tends to $-\infty$ as $h\to0$, as $h\to\infty$, and as $|a|\to\infty$ at bounded $h$. A maximum therefore exists. With no failures at all there is none: $L=\sum_j\ln Q(w_j)$ climbs towards zero as $a\to\infty$, and the data set no upper limit on the median.

## Newton iteration and its error

Let $g$ be the gradient and $H$ the Hessian at $p=(a,h)$.

1. Start from $\mu=\bar x$, $\sigma=s$.
2. Solve $(-H)d=g$.
3. Try $p+\theta d$ with $\theta=1$. Halve $\theta$ until $h>0$ and $L$ has risen by at least $10^{-4}\,\theta\,g\cdot d$.
4. Repeat. When $g\cdot d<10^{-10}$, take one last full step and stop.

The direction is uphill because $g\cdot d=d^T(-H)d>0$. The iterates stay in the set where $L$ is at least its starting value, which is closed, bounded and away from $h=0$. On a slightly larger set of the same kind, the eigenvalues of $-H$ lie between positive numbers $m_1$ and $m_2$. For small enough $\theta$ the trial point stays in that larger set, and Taylor's theorem with $|d|^2\le g\cdot d/m_1$ gives

$$L(p+\theta d)-L(p)\ge\theta\,g\cdot d\left(1-\frac{\theta m_2}{2m_1}\right).$$

The halving therefore ends at a $\theta$ bounded below. Each step gains at least a fixed multiple of $g\cdot d$. As $L$ is bounded above, $g\cdot d\to0$, and the iteration converges to the maximum $p_*$.

Near $p_*$ a full step gains about $\frac12g\cdot d$ and is accepted. Expanding $g(p_*)=0$ about $p$ gives $g+H(p_*-p)=O(|p-p_*|^2)$, so

$$p+d-p_*=H^{-1}\left[H(p-p_*)-g\right]=O(|p-p_*|^2),$$

which is quadratic convergence. Also $d\approx p_*-p$, so $\sqrt{g\cdot d}$ estimates the remaining distance measured with the matrix $-H$. The inverse of that matrix is the estimated covariance of the fit, so the distance is in units of the statistical error.

In the data set listed in the numerical output, 32 of 40 lines failed by 110 h. The successive values of $g\cdot d$ are 9.27, $3.75\times10^{-2}$, $7.11\times10^{-6}$ and $2.52\times10^{-13}$, all with full steps. The failures-only starting point is thus about $\sqrt{9.27}\approx3.0$ statistical units from the maximum. After two steps the distance is $\sqrt{7.11\times10^{-6}}\approx0.003$ units, and further iteration has no statistical value. Starts at medians of 20 and 500 h, each with $\sigma=0.1$ and $3$, reached the same maximum.

## What the survivors do on each data set

Setting $L_a=0$ and multiplying by $\hat\sigma$ gives $\sum_i(x_i-\hat\mu)+\hat\sigma\sum_j\lambda_j=0$, or

$$\hat\mu=\bar x+\frac{\hat\sigma}{r}\sum_j\lambda_j .$$

Since $\lambda>0$, the censored estimate exceeds the failures-only estimate $\bar x$ on every data set with a survivor and a maximum, whatever the withdrawal times. The equation has a direct meaning. A survivor's expected log life, given that it outlived $c_j$, is $\mu+\sigma\lambda_j$. If each survivor is assigned this value, the mean over all $n$ lines equals $\mu$ precisely when the equation holds.

For a common stop time $c$, add $cL_a=0$ to $L_h=0$. The survivor terms cancel, leaving $r\hat\sigma=\sum_i(x_i-c)z_i$. Insert $z_i=(x_i-\hat\mu)/\hat\sigma$ and write $x_i-c=(x_i-\bar x)+(\bar x-c)$:

$$\hat\sigma^2=\frac1r\sum_i(x_i-c)(x_i-\hat\mu)=s^2+(c-\bar x)(\hat\mu-\bar x).$$

Both brackets are positive, so discarding survivors also makes the spread too small relative to the censored fit.

In the example $\bar x=4.33998$, $s=0.26230$, $\hat\sigma=0.32937$ and $\lambda=1.33674$ for each of the 8 survivors. Then

$$\hat\mu=4.33998+0.32937\times\frac{8\times1.33674}{32}=4.45005 .$$

With $c=\ln110=4.70048$,

$$\hat\sigma^2=0.06880+0.36050\times0.11007=0.10848=(0.3294)^2 .$$

The median rises from 76.7 h to 85.6 h.

## The size of the bias

For a common stop time, let $k=(c-\mu)/\sigma$. Given $r\ge1$ failures, their log lifetimes are independent draws from the normal law cut off above $c$. From $\int_{-\infty}^k u\phi\,du=-\phi(k)$ and $\int_{-\infty}^k u^2\phi\,du=\Phi(k)-k\phi(k)$,

$$E(\bar x\mid r)=\mu-\sigma m,\qquad \operatorname{var}(x\mid x<c)=\sigma^2v^2,$$

$$m=\frac{\phi(k)}{\Phi(k)},\qquad v^2=1-km-m^2 .$$

The bias $-\sigma m$ contains neither $n$ nor $r$, which explains the opening numbers. Here $k=\ln(1.1)/0.4=0.2383$ and $m=0.6526$, so the bias is $-0.2611$ and the limiting median is $100\,e^{-0.2611}=77.02$ h. The repetitions gave $-0.2604\pm0.0012$ with 40 lines and $-0.2606\pm0.0005$ with 400, where the uncertainties are standard errors of the averages.

Two limits show the range. For a late stop, $k\to\infty$, $m$ falls to zero with $\phi(k)$, and discarding the few survivors does little harm to the median. For an early stop, $k\to-\infty$, note that $m(k)=\lambda(|k|)$. The bounds $\lambda>w$ and $\lambda(\lambda-w)<1$ give $0<m-|k|<1/|k|$. Since $\mu=c+\sigma|k|$, the mean $\mu-\sigma m$ lies between $c-\sigma/|k|$ and $c$. The failures-only median then reports the duration of the test and says almost nothing about the lines.

The downward bias holds without further condition for the logarithm of the median. In hours, the exponential of a fluctuating mean adds an upward contribution. For a draw below the cut, completing the square gives

$$E(e^{x/r})=e^{\mu/r+\sigma^2/(2r^2)}\,\frac{\Phi(k-\sigma/r)}{\Phi(k)} .$$

The $r$ draws are independent, so

$$E(e^{\bar x}\mid r)=t_{50}\,e^{\sigma^2/(2r)}\left[\frac{\Phi(k-\sigma/r)}{\Phi(k)}\right]^r .$$

For large $r$ this tends to $t_{50}e^{-\sigma m}$. For one failure and a stop at 300 h it is 107.63 h, above the true median. A claim of downward bias in hours therefore needs enough failures or an early enough stop. The example satisfies it comfortably.

## Why a short median can give a long early life

Reliability targets concern low percentiles. Let $q$ be the standard normal quantile at probability $P$, negative for small $P$. The true log percentile is $\mu+q\sigma$, and the failures-only value for large samples is $\mu-\sigma m+qv\sigma$. Their difference is

$$\Delta=\sigma\left[-m-(1-v)q\right].$$

Since $1-v^2=m(m+k)=\lambda'(-k)$ lies between 0 and 1, $v<1$. Hence $\Delta>0$ when $q<-m/(1-v)$. With $v=0.6470$ the crossing is at $q=-0.6526/0.3530=-1.85$, or $P=3.23\%$. Below it the estimated life is too long.

At 0.1%, $q=-3.0902$ and $\Delta=0.4(-0.6526+0.3530\times3.0902)=0.175$. The true value is 29.05 h and the failures-only limit 34.62 h, an overestimate of 19%. At this stop time the same mistake is pessimistic about the median and optimistic about the 0.1% life. The sign at a fixed percentile depends on the stop: at 45 h, where $k\approx-2$, the same large-sample formula makes the 0.1% life about 12% too short. Only 2.3% of the lines fail by then, so this case needs far more than 40 lines.

With 40 lines the average log error at 0.1% is larger still, 0.2033. The divisor $r$ makes the expected $s^2$ equal to $(1-1/r)\sigma^2v^2$, and because $s$ fluctuates its average lies below the square root of this value. Both effects shrink the estimated spread further. The censored fit has an average log error of 0.0196 there, and 0.0044 with 400 lines, with standard errors of about 0.004 and 0.002.

## Statistical error of the censored fit

At any sample size the gradient at the true parameters has mean zero and covariance equal to the expected $-H$. Both facts follow from differentiating the normalization of the probability. For large samples the parameter error is $(-H)^{-1}g$ to first order, so its covariance is approximately $C=(-H)^{-1}$. Since $\ln t_P=(a+q)/h$,

$$\operatorname{var}(\ln\hat t_P)\approx b^TCb,\qquad b=\left(\frac1h,\;-\frac{a+q}{h^2}\right).$$

The median has $q=0$. In the example its log error is 0.0537, giving a 95% interval $\exp(4.45005\pm1.96\times0.0537)$, or 77.1 to 95.1 h. This interval misses the true 100 h. The draw is unusual: the expected number of failures is $40\times0.5942=23.8$ with a binomial standard deviation of 3.1, and 32 occurred. A correct likelihood cannot repair an unlucky sample. The 0.1% life is 30.9 h with interval 23.7 to 40.5 h, which does contain the true value.

Whether the intervals are honest has to be judged over repetitions. With 40 lines, 95.0% of the censored intervals contained the true median. The actual scatter of the log median was 0.0744 against an average stated error of 0.0718, but a scatter taken from 2000 repetitions is itself uncertain by about 0.0012; its long-run value is near 0.073, an understatement of 1 to 2 per cent. With 400 lines the coverage was 96.0%, with a counting uncertainty of about 0.7 points, so consistent with 95%. These counts concern the median only. With 40 lines the interval for the 0.1% life covers the true value only about 92% of the time, and the misses are one-sided: in about 7% of tests the whole interval lies above the true life, in well under 1% below it. The corresponding failures-only intervals had a coverage of 0.0% at both sizes, because their half-width in log life, about 0.10 with 40 lines and less with 400, is much smaller than the bias of 0.26. The remaining log-median bias of the censored fit, $0.0023\pm0.0017$ with 40 lines, lies within two standard errors of zero and is not resolved by these 2000 repetitions. It need not be exactly zero, because maximum likelihood is in general free of bias only in the limit of large samples.

## Real lines and use conditions

The parameters are rough values in the regime of accelerated tests on copper damascene lines: 573 K, 2 MA/cm², an activation energy of 0.9 eV and a current exponent of 1. Black's equation takes lifetime proportional to $j^{-N}e^{E_a/k_BT}$. For use at 378 K and 1 MA/cm², with the same $\sigma$ and failure mechanism, the acceleration factor is

$$2\exp\left[\frac{0.9\ \mathrm{eV}}{k_B}\left(\frac1{378\ \mathrm K}-\frac1{573\ \mathrm K}\right)\right]\approx2.4\times10^4 .$$

The true 0.1% life of 29.05 h becomes about 80 years. This applies to long lines only: in short lines mechanical back stress opposes the drift, and near the threshold product of current density and length the lifetime no longer follows Black's equation. An error of 0.05 eV in $E_a$ changes this by a factor of 1.69, and an error of 1 in $N$ by a factor of 2, both more than the 19% from discarding survivors. A 5 K Joule temperature rise multiplies the test lifetimes by 0.854. An independent 2 K temperature spread between lines raises $\sigma$ from 0.400 to 0.405. Recording failures at the next 2 h readout moves the large-sample fit to 100.5 h and $\sigma=0.390$.

The fitted early life also depends on the assumption of a single population. If 5% of the lines have a median of 25 h, with the same $\sigma$, the large-sample censored fit still gives a reasonable median, 97.8 h, but raises $\sigma$ to 0.563. Its 0.1% life is 17.2 h, while the mixture's is 11.0 h. Censoring has been treated correctly here and the tail is still too optimistic by a factor of 1.56. Before such a fit is extrapolated to low percentiles, the earliest failures need to be examined for a separate mechanism.

## Values computed for the example and the checks

```
True median 100 h, sigma 0.4, stop 110 h, lines 40
k = 0.2383, expected failed fraction 0.5942
z for 0.1% = -3.0902, true 0.1% lifetime 29.05 h
Failures 32, survivors 8; failure times in h:
  36.5 46.7 47.9 54.2 58.4 59.7 60.2 67.3 67.6 68.9
  70.0 72.4 72.4 78.0 79.2 80.6 82.1 82.6 83.3 83.4
  89.6 91.0 92.8 95.6 98.1 98.7 98.8 100.0 102.4 104.3
  104.6 106.5
Newton: median (h), sigma, gradient times step, damping
  0: 76.70599 0.262303 9.27e+00 1
  1: 85.61782 0.337834 3.75e-02 1
  2: 85.63257 0.329482 7.11e-06 1
  3: 85.63116 0.329367 2.52e-13 1
Failures only: mean ln t 4.33998, sd 0.26230
Censored fit: mu 4.45005, sigma 0.32937, lambda 1.33674
Failures-only median 76.71 h, 0.1% lifetime 34.10 h
Censored median 85.63 h, log error 0.0537, 95% 77.07 to 95.14 h
Censored 0.1% lifetime 30.95 h, log error 0.1371, 95% 23.65 to 40.49 h
Truncation: m 0.6526, v 0.6470, log-median bias -0.2611
Large-sample failures-only: median 77.02 h, sigma 0.2588, 0.1% lifetime 34.62 h
Failures-only percentiles are too long below 3.23 %
Exception: one failure, stop 300 h, mean estimate 107.63 h
2000 experiments of 40 lines:
  log-median bias: failures only -0.2604 +- 0.0012, censored 0.0023 +- 0.0017
  mean median: failures only 77.19 h, censored 100.51 h
  censored log median: scatter 0.0744, mean stated error 0.0718
  95% interval coverage: censored 95.0 %, failures only 0.0 %
  log 0.1%-lifetime bias: failures only 0.2033, censored 0.0196
1000 experiments of 400 lines:
  log-median bias: failures only -0.2606 +- 0.0005, censored 0.0008 +- 0.0007
  mean median: failures only 77.07 h, censored 100.11 h
  censored log median: scatter 0.0222, mean stated error 0.0226
  95% interval coverage: censored 96.0 %, failures only 0.0 %
  log 0.1%-lifetime bias: failures only 0.1812, censored 0.0044
Black: Ea 0.9 eV, exponent 1, 573 to 378 K, 2 to 1 MA/cm2
Acceleration 24245; true 0.1% lifetime in use 80.4 years
Ea error 0.05 eV: use lifetime factor 1.69; exponent error 1: factor 2.00
Oven spread 2 K: log-time spread 0.0636, total sigma 0.4050
Joule heating 5 K: test lifetime factor 0.854
Readout every 2 h: fitted median 100.52 h, sigma 0.3896
Early failures 5 % with median 25 h: fitted median 97.81 h, sigma 0.5631
  0.1% lifetime: fitted 17.16 h, actual 10.99 h; refinement shift 1.7e-03 h
```
